# Thinning of a Nonvolatile Resist Film on a Spinning Wafer, part 2

A liquid photoresist covers a horizontal wafer of radius $R$ spinning at constant angular speed $\omega$. The problem asks how its thickness changes and when it is the same at every radius. The liquid is Newtonian, with constant density $\rho$ and viscosity $\eta$, $\nu=\eta/\rho$, and no solvent loss. At $t=0$ it already turns with the wafer.

In axisymmetric coordinates turning with the wafer, $r$ is the distance from the axis and $z$ the height above the surface. The velocities are $u$ (radial), $v$ (azimuthal, relative to the wafer) and $w$ (vertical). The thickness is $h(r,t)$, and $h_0$ is a uniform initial thickness. Subscripts $r$, $z$, $t$ denote partial derivatives.

With air pressure $p_a$, gravity $g$ and surface tension $\sigma$, the pressure without viscous normal stress is

$$
p=p_a+\rho g(h-z)-\sigma\left(h_{rr}+\frac{h_r}{r}\right).
$$

The lubrication model balances viscous shear against centrifugal force and gives

$$
u=\frac{\rho\omega^2r}{\eta}\left(hz-\frac{z^2}{2}\right). \tag{2}
$$

With $K=\rho\omega^2/(3\eta)$, the flux per unit circumference is $q=Krh^3$, and the thickness equation is

$$
h_t+3Krh^2h_r=-2Kh^3. \tag{4}
$$

Along paths called characteristics, with $dr/dt=3Krh^2$, it becomes $dh/dt=-2Kh^3$, so $h^{-2}$ grows at the constant rate $4K$. A uniform film stays uniform and follows the thickness law

$$
h(t)=\frac{h_0}{\sqrt{1+\dfrac{4\rho\omega^2h_0^2t}{3\eta}}}. \tag{7}
$$

Inertia and the Coriolis force, relative to centrifugal force, are measured by $\varepsilon=\omega^2h_0^4/\nu^2$.

The example has $\rho=1200$ kg/m³, $\eta=10$ Pa s, $\nu=8.33\times10^{-3}$ m²/s, $h_0=500$ µm, $R=50$ mm and $\omega=314.16$ rad/s (3000 rpm). Then $\tau=1/(4Kh_0^2)=0.2533$ s, $\varepsilon=8.9\times10^{-5}$, and $h=45.75$ µm after 30 s.

Part (f) asks whether an uneven film becomes uniform. Let the initial thickness be $H_0(r_0)$ at radius $r_0$. Find the later solution while it remains smooth, and explain how the unevenness decays.

**Solution.** On the characteristic that starts at $r_0$, the integration used for the uniform film gives

$$
h=\frac{H_0}{\sqrt S},\qquad S=1+4KH_0^2t. \tag{9}
$$

The position of the path follows from

$$
\frac1r\frac{dr}{dt}=3Kh^2=\frac{3KH_0^2}{1+4KH_0^2t}.
$$

The integral of the right side from 0 to $t$ is $\tfrac34\ln S$. Therefore

$$
r=r_0S^{3/4}. \tag{10}
$$

Equations (9) and (10) give the solution with $r_0$ as a parameter. Since $h^{-2}=H_0^{-2}+4Kt$, the thickness stays between the two uniform-film curves that start from the smallest and the largest initial thickness.

Two neighbouring paths have initial thicknesses that differ by $\delta H_0$. Differentiating $h^{-2}=H_0^{-2}+4Kt$ at fixed $t$ gives $\delta h/h^3=\delta H_0/H_0^3$, or

$$
\frac{\delta h}{h}=\frac1S\frac{\delta H_0}{H_0}. \tag{11}
$$

Relative differences shrink by the factor $S$. In addition, (10) stretches the central part of the initial thickness profile over the whole wafer, and the paths that started farther out, at other thicknesses, leave over the rim. These paths carry thickness values, not liquid. Their speed $3Krh^2$ is twice the surface speed $\tfrac32Krh^2$ given by (2) and three times the mean speed $q/h=Krh^2$.

Take the initial profile

$$
H_0=h_0\left[1+0.2\cos\left(\frac{\pi r_0}{R}\right)\right],
$$

which falls from 600 µm at the centre to 400 µm at the edge. Let the spread be the difference between the largest and smallest thickness, divided by the mean over equally spaced radii. It is 40% at the start. A finite-volume solution of the thickness equation with 400 rings gives 12.5% after 0.25 s and 0.095% after 2.5 s.

The last number can be understood from the formulas. At the centre $H_0=1.2h_0$, so after 2.5 s

$$
S=1+1.44\times\frac{2.5}{0.2533}=15.2,\qquad S^{3/4}=7.7 .
$$

The thickness on the wafer is then set by the paths that started within about the inner $50/7.7=6.5$ mm. The liquid itself comes from a much wider region, since that inner disk held less than a tenth of the volume still on the wafer. Within that radius the initial thickness varied by only about 1.4%. Division by $S$ gives about 0.09%, which agrees with the computed spread at the accuracy of this estimate.

Gravity was left out of this calculation. Its radial force per unit volume is $\rho g|h_r|$. For the initial profile,

$$
|h_r|=\frac{0.2\pi h_0}{R}\sin\frac{\pi r}{R}
\le\frac{0.2\pi^2h_0r}{R^2},
$$

because $\sin x\le x$ for $x\ge0$. Relative to the centrifugal force $\rho\omega^2r$, gravity is at most $0.2\pi^2gh_0/(\omega R)^2=3.9\times10^{-5}$. It is negligible here. So is surface tension: with a rough $\sigma=0.035$ N/m, the gradient of the capillary pressure for this profile is below $10^{-6}$ of the centrifugal force.

### (g) When does a front form?

**Question.** Thick parts of the film carry their thickness outward faster than thin parts. Find when the surface becomes vertical in the lubrication model.

**Solution.** The solution is single-valued as long as $r$ increases with $r_0$. Let a prime denote differentiation with respect to $r_0$. From (9), $S'=8KH_0H_0't$, so (10) gives

$$
\frac{dr}{dr_0}
=S^{3/4}+\frac34r_0S^{-1/4}\left(8KH_0H_0't\right)
=S^{-1/4}\left(S+6Kt\,r_0H_0H_0'\right).
$$

Inserting $S$ gives

$$
\frac{dr}{dr_0}=S^{-1/4}\left[1+Kt\left(4H_0^2+6r_0H_0H_0'\right)\right]. \tag{12}
$$

The slope of the surface is $h_r=(dh/dr_0)/(dr/dr_0)$. It diverges when the bracket first reaches zero, because $H_0'\ne0$ there. This cannot happen if the inner parenthesis is nowhere negative, that is, if

$$
\frac{r_0H_0'}{H_0}\ge-\frac23\quad\text{at every }r_0 . \tag{13}
$$

The cosine profile of part (f) meets this condition. With $x=\pi r_0/R$, the left side of (13) is $-0.2x\sin x/(1+0.2\cos x)$, and the denominator is at least 0.8. It is enough that $x\sin x\le8/3$. For $x\le8/3$ this follows from $\sin x\le1$. For $8/3<x\le\pi$, $\sin x<0.46$, and the product is below 1.5.

A puddle with a steep flank behaves differently. Take

$$
H_0=h_0\left[0.2+e^{-(r_0/a)^2}\right],\qquad a=15\ \text{mm},
$$

with 600 µm at the centre and a 100 µm layer far outside. The front forms at the smallest positive time for which the bracket in (12) vanishes. A search over $r_0$ on a fine grid gives 0.832 s, and (10) places the front at $r=25.8$ mm, well inside the wafer.

At a front the lubrication model fails, because the surface is no longer gently sloped and surface tension can no longer be neglected. A dry wafer is a further case outside the model, since the thickness equation says nothing about how a contact line moves. The uniform-film law therefore needs a wetted wafer and should be applied after any front has left the region of interest.

### (h) Do inertia and the Coriolis force spoil the uniformity?

**Question.** Return to the full Navier–Stokes equations for a flat film, and find whether radius enters them. Estimate the first correction to the thickness law.

**Solution.** Try a flow of the form

$$
u=r\,\alpha(z,t),\qquad v=r\,\beta(z,t),\qquad w=w(z,t),
$$

with $h=h(t)$. The continuity equation $(1/r)(ru)_r+w_z=0$ becomes $2\alpha+w_z=0$. In the vertical momentum equation no term except the pressure gradient could depend on $r$, so $p$ is a function of $z$ and $t$ plus a possible function of $r$ and $t$. At the flat surface the normal stress condition is $p-2\eta w_z=p_a$. It removes the function of $r$, and hence $p_r=0$.

Each term of the radial and azimuthal equations is then proportional to $r$. Division by $r$ gives

$$
\begin{aligned}
\alpha_t+\alpha^2+w\alpha_z&=(\omega+\beta)^2+\nu\alpha_{zz},\\
\beta_t+2\alpha\beta+w\beta_z&=-2\omega\alpha+\nu\beta_{zz}.
\end{aligned}\tag{14}
$$

The square collects the centrifugal term $\omega^2$, the Coriolis term $2\omega\beta$ and the curvature term $\beta^2$. The boundary conditions are $\alpha=\beta=w=0$ at $z=0$ and $\alpha_z=\beta_z=0$ at $z=h$. The surface moves according to

$$
\frac{dh}{dt}=w(h,t)=-2\int_0^h\alpha\,dz .
$$

Radius appears nowhere. The full equations thus admit a film that stays uniform, away from the rim, even when $\varepsilon$ is not small. Inertia and the Coriolis force change the rate of thinning.

The first change comes from start-up. The liquid has no radial velocity at $t=0$ and needs a time of order $h_0^2/\nu=3\times10^{-5}$ s to reach the lubrication profile. During this time $h\simeq h_0$, and to leading order $\alpha_t=\omega^2+\nu\alpha_{zz}$. Its steady solution is

$$
\alpha_s=\frac{\omega^2}{\nu}\left(h_0z-\frac{z^2}{2}\right).
$$

The deficit $d=\alpha_s-\alpha$ obeys $d_t=\nu d_{zz}$, starts from $\alpha_s$ and decays to zero. Let $D(z)=\int_0^\infty d\,dt$. Integrating the equation for $d$ over time gives $-\alpha_s=\nu D_{zz}$, with $D(0)=0$ and $D_z(h_0)=0$.

Since $\alpha_{s,zz}=-\omega^2/\nu$, two integrations by parts give

$$
\int_0^{h_0}D\,dz=-\frac{\nu}{\omega^2}\int_0^{h_0}D\,\alpha_{s,zz}\,dz
=-\frac{\nu}{\omega^2}\int_0^{h_0}D_{zz}\,\alpha_s\,dz
=\frac1{\omega^2}\int_0^{h_0}\alpha_s^2\,dz .
$$

The boundary terms vanish because $D$ and $\alpha_s$ are zero at the wafer and have zero slope at the surface. With $s=z/h_0$,

$$
\int_0^1\left(s-\frac{s^2}{2}\right)^2ds
=\frac13-\frac14+\frac1{20}=\frac2{15}.
$$

The film is left thicker than the lubrication law predicts by $\delta h=2\int D\,dz$, so

$$
\frac{\delta h}{h_0}=\frac{4}{15}\frac{\omega^2h_0^4}{\nu^2}
=\frac{4\varepsilon}{15}=2.4\times10^{-5}. \tag{15}
$$

A numerical solution of (14) from rest, by polynomial collocation across the film and implicit time steps, includes the later inertia and Coriolis effects. The largest relative deviation from the thickness law during the 30 s is $2.4\times10^{-5}$, equal to (15) at this precision. For the example these effects can be ignored.

### (i) What limits the law for a real resist?

**Question.** Estimate the effects of the rim, the air and solvent evaporation, and compare the model with a real thick resist.

**Solution.** At the rim, surface tension matters over a width $\ell$ for which its pressure gradient, of order $\sigma h/\ell^3$, matches the centrifugal force $\rho\omega^2R$. Thus

$$
\ell\sim\left(\frac{\sigma h}{\rho\omega^2R}\right)^{1/3}.
$$

With a rough $\sigma=0.035$ N/m and the final thickness, $\ell\sim65$ µm. This width is close to the film thickness itself, so the small-slope form of the surface-tension pressure is at the edge of its validity, and the result is only an order of magnitude for the wet film. It does not predict the width of a dried edge bead.

The wafer also drives an air flow. Let $\nu_a$ and $\rho_a$ be the kinematic viscosity and density of air, and let $\zeta=z\sqrt{\omega/\nu_a}$, with $z$ now measured from the film surface. The surface is treated as rigidly rotating, and the air flow as laminar. This holds here, because $\omega R^2/\nu_a\approx5\times10^4$ for the air values used below, while the flow over a rotating disk turns turbulent only at a few times $10^5$. In the laboratory frame the air velocities are $\omega rF(\zeta)$, $\omega rG(\zeta)$ and $\sqrt{\nu_a\omega}\,J(\zeta)$. The steady equations become

$$
2F+J'=0,\quad F^2-G^2+JF'=F'',\quad 2FG+JG'=G'',
$$

with $F=J=0$ and $G=1$ at the surface, and $F,G\to0$ far away. A boundary-value solution by collocation gives $F'(0)=0.510$. The outward shear stress on the film is therefore $T_a=0.510\,\rho_a\sqrt{\nu_a}\,\omega^{3/2}r$.

This stress adds the velocity $T_az/\eta$ and the flux $T_ah^2/(2\eta)$. Relative to $q=\rho\omega^2rh^3/(3\eta)$ the addition is $3T_a/(2\rho\omega^2rh)$. With rough air values, $\rho_a=1.2$ kg/m³ and $\nu_a=1.5\times10^{-5}$ m²/s, it is 0.37% at the final thickness and less before.

The same air flow removes solvent vapour. Let $\theta(\zeta)$ be the vapour concentration divided by its surface value, and $D_v$ the vapour diffusivity. Then $\theta''=(\nu_a/D_v)J\theta'$. Integrating twice, with $\theta(0)=1$ and $\theta(\infty)=0$, gives

$$
-\theta'(0)=\left[\int_0^\infty\exp\left(\frac{\nu_a}{D_v}\int_0^\zeta J\,d\zeta'\right)d\zeta\right]^{-1}.
$$

The transfer speed is $k=-\theta'(0)D_v\sqrt{\omega/\nu_a}$. For a rough $D_v=8\times10^{-6}$ m²/s it is 20.1 mm/s. Take a solvent with a vapour pressure of 1 Torr at 293 K, a molar mass of 86 g/mol and a liquid density of 1100 kg/m³, all rough values. The ideal-gas law gives a vapour density of $4.7\times10^{-3}$ kg/m³ at the surface. Multiplication by $k$ and division by the liquid density give a surface recession speed $E=86$ nm/s.

Direct loss matters less than the rise in viscosity. Let $\phi$ be the solids volume fraction in a well-mixed film whose volumes add. Then

$$
\frac{dh}{dt}=-\frac{2\rho\omega^2h^3}{3\eta(\phi)}-E,
\qquad
\frac{d(\phi h)}{dt}=-\phi\,\frac{2\rho\omega^2h^3}{3\eta(\phi)} .
$$

Subtracting $\phi$ times the first equation from the second gives $d\phi/dt=\phi E/h$, so the concentration rises fastest when the film is thin. Assume that $\phi$ starts at 0.65 and that $\eta$ rises tenfold for each increase of 0.1 in $\phi$. Numerical integration over 30 s gives $\phi=0.674$ and a wet thickness of 49.6 µm, 8.5% above the nonvolatile result. At the end the viscosity has grown by a factor $10^{0.24}\simeq1.7$.

If all remaining solvent is later baked out, the dry film is 33.4 µm thick. Without loss during spinning it would be $0.65\times45.75=29.7$ µm.

Thick epoxy resists of this type are spun at a few thousand rpm to films some tens of micrometres thick, and the example lies in that range. The idealized part is the start: a real coating begins as a dispensed puddle, usually spread at low speed first. Among the departures estimated here, evaporation moves the result most, by roughly 10% under the assumed solvent data. This figure is sensitive to the solvent: in the same model a vapour pressure of 3 Torr raises the wet thickness by about 22%, and 9 Torr by about 40%. The well-mixed model also needs the time $h^2/D_s$ for solvent to diffuse across the film, with $D_s$ its diffusivity in the resist, to be short beside the spinning time. For $h=50$ µm and $D_s=10^{-11}$ m²/s this time is 250 s, so the condition can easily fail in a viscous resist. The estimate neglects the reduced vapour pressure above a solution, which lowers the loss, and the concentrated skin that can form when solvent diffuses slowly through the film.

The nonvolatile law must fail at long times in any volatile resist. Its drainage speed $2Kh^3$ falls to the evaporation speed $E$ when $h=(E/2K)^{1/3}$, which is about 22 µm if the viscosity keeps its initial value. The rising viscosity slows the drainage, so with the viscosity rule assumed above the two speeds already become equal at a wet thickness of about 38 µm, reached after roughly 64 s of spinning. For thinner coatings, or more volatile solvents, evaporation has to be part of the model from the start.
